Kissinger Relation for First-Order Crystallization of an Amorphous Oxide Film, part 2

The crystallization of an amorphous film is recorded at a few slow heating rates, and an anneal at other temperatures must be chosen. The question is what the peaks reveal about the kinetics.

T is absolute temperature in K, β = dT/dt is the constant heating rate in K/s, and kB = 8.617×10⁻⁵ eV/K. The first-order law for the amorphous fraction y is dy/dt = −k(T) y, with k(T) = k0 exp(−E/(kB T)), E in eV and k0 in 1/s. It describes equal, independent cells, each consumed by its first nucleus. Growth must be fast: u ≫ Rk, where a crystal front of speed u crosses a distance R to fill a cell.

The signal r = k y obeys

d(ln r)/dt = βE/(kB T²) − k(T).   (3)

The right side decreases strictly with T and passes through zero once, so there is one peak, at Tp. There k(Tp) = βx/Tp, with x = E/(kB Tp), and

ln(β/Tp²) = −E/(kB Tp) + ln(k0 kB/E).   (1)

The Kissinger plot shows ln(β/Tp²) against 1/Tp. Its slope m gives the Kissinger energy E = −kB m.

For a fully amorphous start well below the peak, y = exp(−θ), where θ is the time integral of k. Its value at the peak is θp = (k0 Tp/β) E2(x), where E2(x) = ∫ exp(−xs)/s² ds, from 1 to ∞. With the peak condition,

θp = x e^x E2(x).   (8)

For large x,

θp = 1 − 2/x + 6/x² − ….   (9)

The example has E = 2.5 eV and k0 = 3×10¹⁵ 1/s. Its peaks at 5, 10, 20 and 40 K/min lie at 708.08, 719.68, 731.66 and 744.04 K, and at 20 K/s the peak is at 811.2 K. At 10 K/min, x = 40.31, kB Tp = 0.0620 eV and y = 0.385 at the peak. At 400 °C, 99 % is crystallized after about 2.2 hours.

**The width of the peak.** Measure temperature from the peak in the variable

z = x(T − Tp)/Tp,   so that T = Tp(1 + z/x).

The rate constant relative to its peak value has the exponent

x − x/(1 + z/x) = z/(1 + z/x),

which tends to z when x is large and z is fixed. Hence k(T) ≈ k(Tp)e^z. By the leading term of (9), applied at the temperature T, the integral θ is approximately k(T)kB T²/(βE). This equals 1 at the peak and varies as e^z near it. The signal k exp(−θ) therefore has the limiting shape

r ∝ exp(z − e^z).   (10)

Its maximum is at z = 0, where the exponent is −1. Half the maximum is reached where z − e^z = −1 − ln 2. The two roots of this equation are 2.446 apart, and since T − Tp = zTp/x, the full width at half maximum is

ΔT ≈ 2.446 Tp/x = 2.446 kB Tp²/E.   (11)

For the example (11) gives 43.7 K, and the integrated signal has a width of 42.1 K when read from samples 0.1 K apart, which can make it too small by up to 0.2 K. The limit formula is thus between 3 and 4 % too large, a difference of the order 1/x = 0.025 that was dropped in deriving it. The width thus offers a second estimate of E from a single run. If the model holds, this estimate is too high by 3 to 4 % at x = 40; the excess grows roughly as 1/x, to about 7 % at x = 20 and 13 % at x = 10.

**A spread of barriers.** Cells in a real film need not be equal. Let E have a Gaussian distribution with standard deviation 0.05 eV about 2.5 eV, at unchanged k0. The signal is then a sum of first-order signals with different peak temperatures, and (1) is no longer exact for the sum. A calculation at the same four heating rates gives a Kissinger energy of 2.486 eV, only 0.6 % below the mean barrier. The width at 10 K/min, however, grows from 42.1 to 54.5 K.

If this width were put into (11), the energy would come out as 2.5 × 43.7/54.5 = 2.0 eV. For this spread the slope is a much better estimate of the mean barrier than the width, and a disagreement between the two is a sign that the single-barrier model fails.

**A rate constant that is not Arrhenius.** Keep dy/dt = −k(T)y but let k be any smooth, increasing function of temperature. Equation (3) becomes

d(ln r)/dt = β d(ln k)/dT − k.

Define a local activation energy by

Eeff(T) = kB T² d(ln k)/dT.   (12)

For constant E and k0 it equals E. The peak condition is βEeff/(kB Tp²) = k(Tp), or

ln(β/Tp²) = ln k(Tp) − ln Eeff(Tp) + ln kB.

The peak is unique if d(ln k)/dT decreases with temperature, by the same argument as before. To find the slope of the plot, differentiate with respect to 1/Tp. Because d/d(1/T) = −T² d/dT, the first term gives −Eeff/kB. The energy read from the plot is −kB times the slope:

Eplot = Eeff + kB d(ln Eeff)/d(1/T) = Eeff − (kB T²/Eeff) dEeff/dT.   (13)

All quantities are taken at the peak. The plot therefore measures how fast the rate constant changes with temperature, with a correction if that sensitivity itself changes.

**A nucleation barrier.** This distinction matters for crystallization. A spherical nucleus of radius ρ gains free energy g per volume and pays an interface energy γ per area:

G(ρ) = −(4π/3)ρ³g + 4πρ²γ.

Setting dG/dρ = −4πρ²g + 8πργ to zero gives ρ = 2γ/g. Inserting this radius gives the barrier

W = −(32π/3)γ³/g² + 16πγ³/g² = 16πγ³/(3g²).

Assume that γ is constant and that g falls linearly to zero at a melting temperature Tm, g ∝ Tm − T. Then W ∝ 1/(Tm − T)², and

dW/dT = 2W/(Tm − T),   d²W/dT² = 6W/(Tm − T)².

Let the total barrier be B + W(T), where the constant B belongs to the atomic rearrangement. From ln k = ln k0 − (B+W)/(kB T), definition (12) gives

Eeff = B + W − T dW/dT = B + W − 2TW/(Tm − T).   (14)

The last term is negative because the barrier rises on heating and offsets part of the thermal acceleration. Differentiating (14), the two first derivatives of W cancel and dEeff/dT = −T d²W/dT².

Take Tm = 3000 K as a rough value, B = 2.0 eV and W = 0.5 eV at 719.7 K. At that temperature

Eeff = 2.5 − 2 × 719.7 × 0.5/2280.3 = 2.5 − 0.316 = 2.184 eV.

The correction in (13) is +(kB T²/Eeff)T d²W/dT². With kB T² = 44.6 eV K and T d²W/dT² = 4.15×10⁻⁴ eV/K it amounts to 0.008 eV, so Eplot = 2.19 eV. Integration of the rate equation with this barrier, at 8 and 12.5 K/min, also gives 2.19 eV.

The plot thus lies 0.31 eV, or 12 %, below the barrier height of 2.50 eV. The fitted prefactor is affected much more. To give the same k near 717 K, where this model has its peak, it must be smaller than the true k0 by about exp(0.305/0.0618), a factor of about 140. The fitted pair still describes k near the measured peaks and may be used for short extrapolations. It should not be read as a barrier height and an attempt rate.

**Slow growth.** Now suppose that crystals nucleate throughout the run and spread slowly in the film plane. Let J be the nucleation rate per area and u the speed of the crystal edge, with activation energies En and Eg. If nucleation is random and overlap is at first ignored, the mean number of crystals covering a given point at time t is

X(t) = π ∫ J(t′)[∫ u(t″) dt″]² dt′,

with t″ from t′ to t and t′ over all earlier times. The number covering a point has a Poisson distribution, so the point is still amorphous with probability y = exp(−X).

Near the peak J grows with time as exp(at) and u as exp(bt), where a = βEn/(kB Tp²) and b = βEg/(kB Tp²). This is the same leading-order expansion that led to (10). With s = t − t′, the inner integral is u(t)(1 − e^(−bs))/b, and

X = (πJu²/b²) ∫ e^(−as)(1 − e^(−bs))² ds, from 0 to ∞.

Expanding the square, the integral is

1/a − 2/(a+b) + 1/(a+2b) = 2b²/(a(a+b)(a+2b)),

and therefore

X = 2πJu²/(a(a+b)(a+2b)).   (15)

The signal is r = X′exp(−X), where a prime on X denotes a time derivative. Its maximum requires X″ = (X′)². Since X grows as exp(ct) with c = a + 2b, this reads c²X = c²X², so X = 1 at the peak. Each factor in the denominator of (15) is proportional to β/Tp², which gives

(β/Tp²)³ ∝ J(Tp)u(Tp)².

Taking the logarithm and dividing by three yields, to leading order in kB T divided by the activation energies,

ln(β/Tp²) = constant − (En + 2Eg)/(3kB Tp).   (16)

The plot is again nearly straight, but its energy is a weighted mean. With En = 3.5 eV and Eg = 2.0 eV the mean is (3.5 + 4.0)/3 = 2.50 eV. A calculation with the full integral for X at 5, 10, 20 and 40 K/min gives 2.498 eV. By its slope this film cannot be told from the first-order film with E = 2.5 eV.

The width can separate the two. Near the peak X varies as exp(w), with w = (En + 2Eg)(T − Tp)/(kB Tp²), so the signal has the shape (10) with w in place of z. The width in (11) then contains En + 2Eg = 7.5 eV instead of 2.5 eV, and is one third as large, 14.6 K for a peak at 719.7 K. This is a leading-order estimate; the full integral for X gives 14.0 K. The amorphous fraction at the peak, near 1/e, is too close to 0.385 to help here. A spread of barriers broadens the peak: a Gaussian shift of both barriers with standard deviation near 0.06 eV brings the width to the 42 K of the first-order film, and it is then the fraction at the peak, about 0.5, that shows the difference.

The condition for fast growth, u ≫ Rk, can be given a size. For R = 10 nm, Rk is 0.09 nm/s at the 10 K/min peak and 8.8 nm/s at the 20 K/s peak. The front must be much faster than this in each case. A film can therefore satisfy the condition in slow runs and violate it in a rapid anneal, if its growth speed rises less steeply with temperature than k does.

**Temperature errors.** During a steady ramp a film that exchanges heat with its surroundings at a rate proportional to the temperature difference lags by βτ, where τ is its thermal response time. If the sensor follows the surroundings, it reads Tp + βτ. This error grows with β and so distorts the slope.

For a rough τ = 3 s the offset is 0.25 K at 5 K/min and 2.00 K at 40 K/min. The two readings are 708.327 and 746.040 K. Between them ln β changes by 2.0794 and 2 ln Tp by 0.1037, while 1/Tp changes by 7.137×10⁻⁵ 1/K. Hence

E = 8.617×10⁻⁵ × (2.0794 − 0.1037)/(7.137×10⁻⁵) eV = 2.39 eV.

The fit to all four readings also gives 2.39 eV. An offset of at most 2 K has lowered E by 0.11 eV, or 4.5 %, because the four peaks span only 36 K. An offset that is the same at all rates does far less harm to E: 2 K changes it by 0.6 %. It still shifts the temperature scale. At 400 °C, k changes by E/(kB T²) = 6.4 % per kelvin, so peaks read 2 K too high make the calculated hold time 14 % too long, unless the hold temperature is read with the same offset. The lag should be measured and subtracted before the fit.

Self-heating is small here. With a rough heat of crystallization of 0.3 eV per formula unit and 28 formula units per nm³, a 10 nm film releases 13.5 J/m². A silicon wafer 0.7 mm thick with 2.0 J/(cm³ K) stores 1400 J/(m² K). If all the heat stayed in the wafer and spread evenly, the temperature would rise by 13.5/1400 = 0.01 K. This does not bound the brief local heating at a moving crystal front.

**Comparison with real films.** Hafnium zirconium oxide films about 10 nm thick are crystallized in anneals of roughly 400 to 600 °C, and the model peaks, from 435 °C at 5 K/min to 538 °C at 20 K/s, lie in this range. The calculated 2.2 hours at 400 °C is long compared with the short anneals that suffice for some such films; the chosen parameters describe a film that crystallizes less readily. Composition, thickness, electrodes and deposition all affect the kinetics, so E and k0 must be fitted for the film in hand. Real films can depart from the assumption of equal cells with one constant barrier. For the sizes assumed above, a spread of barriers moves the Kissinger energy by 0.6 %, and a temperature-dependent nucleation barrier separates it from the barrier height by 12 %. The relation gives the progress of crystallization but not which crystal phase forms, so a fully crystallized film need not be ferroelectric.

For use in an anneal calculation, the slope should be accepted together with the peak width and the fraction at the peak, all from lag-corrected data. If both the fraction and the width agree with (8) and (11), allowing for the excess of order 1/x in (11), the first-order law is a reasonable basis for extrapolation near the measured range. If they do not, the fitted energy should be read at most as an approximate temperature sensitivity near the measured peaks, and the time course needs a distribution of barriers or a different rate law. The numerical output below lists the values used here.

Table of computed values

```
Input activation energy: 2.500 eV
Input prefactor: 3.00e+15 1/s
Peak at 5 K/min: integrated 708.077 K, formula 708.077 K
Peak at 10 K/min: integrated 719.681 K, formula 719.681 K
Peak at 20 K/min: integrated 731.662 K, formula 731.662 K
Peak at 40 K/min: integrated 744.040 K, formula 744.040 K
Plot point 5 K/min: 1000/Tp 1.41228 1/K, ln(beta/Tp^2) -15.6100 (beta in K/s)
Plot point 10 K/min: 1000/Tp 1.38950 1/K, ln(beta/Tp^2) -14.9494 (beta in K/s)
Plot point 20 K/min: 1000/Tp 1.36675 1/K, ln(beta/Tp^2) -14.2893 (beta in K/s)
Plot point 40 K/min: 1000/Tp 1.34401 1/K, ln(beta/Tp^2) -13.6297 (beta in K/s)
Energy from Kissinger plot: 2.5000 eV
Prefactor from Kissinger plot: 3.000e+15 1/s
Peak at 10 K/min in Celsius: 446.5 C
x = E/(kB Tp) at 10 K/min: 40.311
kB Tp at 10 K/min: 0.06202 eV
Rate constant at that peak: 0.00934 1/s
Peak, start 15 K below with y = 0.6: 719.681 K
Integrated y at peak: 0.38529; formula 0.38529
theta at peak: 0.95375; 1/e = 0.36788
Limiting width in z: 2.4464
Half-maximum width: 42.1 K; limit formula 43.7 K
Shift 10 to 20 K/min: 11.98 K; formula 11.79 K
Energy from ln(beta) plot: 2.6240 eV
E + 2 kB Tp: 2.6240 eV
Cell simulation: 20000 cells, 5 sites per cell
Largest survival error of simulation: 0.0042
Rapid anneal heating rate: 20 K/s
Rapid peak: from fit 811.20 K, integrated 811.20 K
Rapid peak in Celsius: 538.1 C
Time to 99 % at 400 C: 8003 s = 2.22 h
Nucleation part of barrier: 0.50 eV; melting 3000 K
Its barrier height at its peak: 2.4989 eV
Its Kissinger energy: 2.1938 eV; formula 2.1938 eV
Slow growth inputs: nucleation 3.50 eV, growth 2.00 eV
Slow growth Kissinger energy: 2.4977 eV; mean 2.5000 eV
Barrier spread (standard deviation): 0.050 eV
Kissinger energy with spread: 2.4855 eV
Half-maximum width with spread, 10 K/min: 54.5 K
Sensor lag 3 s: offset at 40 K/min 2.00 K
Kissinger energy with sensor lag: 2.3867 eV
Film 10 nm, heat 0.30 eV per formula unit
Formula units 28 per nm3; wafer 0.7 mm, 2.0 J/(cm3 K)
Heat released per area: 13.46 J/m2
Largest uniform self-heating: 0.0096 K
Cell radius: 10 nm
Radius times k at peak, 10 K/min: 0.093 nm/s
Radius times k at peak, 20 K/s: 8.82 nm/s
```
